# Molecular polarizability from finite fields: balancing truncation error against SCF noise

## A case that can be seen through

Let a molecule have the induced dipole $\mu(F)=\alpha F+\gamma F^3/6$ in a static field $F$. Suppose that each computed dipole carries an independent error $\eta$ of zero mean and standard deviation $\sigma$. The central difference is then

$$D(h)=\frac{\mu(h)-\mu(-h)}{2h}=\alpha+\frac{\gamma h^2}{6}+\frac{\eta_+-\eta_-}{2h}.$$

The second term is truncation error and grows with the field. The third has variance $2\sigma^2/(4h^2)=\sigma^2/(2h^2)$ and grows as the field shrinks. Neither a very small nor a very large field is good.

A second step removes the truncation error of this model. In $[4D(h)-D(2h)]/3$ the coefficient of $\gamma h^2/6$ is $(4-4)/3=0$. Only noise remains, and the largest field is best. A real molecule has a fifth-order term in $\mu(F)$, which restores an optimum. If $\gamma$ is not zero and the noise is small enough, it lies at a larger field than before. The task is to locate that optimum from quantities the calculation itself supplies.

## Setting and truncation error

Hartree atomic units are used. The molecule is closed-shell, with fixed nuclei and a fixed finite basis, and is treated by restricted Hartree–Fock (RHF) theory with real orbitals. The interaction energy is $-\mu F$, so an electron, of charge $-1$, feels the potential $+Fz$. Because the converged energy is stationary in the orbitals, its field derivative comes from the explicit interaction alone: $dE/dF=-\mu$. Along one axis,

$$\mu(F)=\mu_0+\alpha F+\frac{\beta F^2}{2}+\frac{\gamma F^3}{6}+\frac{\delta F^4}{24}+\frac{\varepsilon F^5}{120}+\cdots$$

The difference $\mu(h)-\mu(-h)$ cancels the even powers and doubles the odd ones. Division by $2h$ gives

$$D(h)=\alpha+c_2h^2+c_4h^4+c_6h^6+\cdots,\qquad c_2=\frac{\gamma}{6},\quad c_4=\frac{\varepsilon}{120}.$$

In the Richardson combination $R(h)=[4D(h)-D(2h)]/3$, the coefficient of $c_{2n}h^{2n}$ is $(4-4^n)/3$. This is $1$ for $n=0$, $0$ for $n=1$, $-4$ for $n=2$ and $-20$ for $n=3$, so

$$R(h)=\alpha-4c_4h^4-20c_6h^6-\cdots$$

The leading error is $-\varepsilon h^4/30$.

Energies offer another route. Integrating $dE/dF=-\mu$ gives $E=E_0-\mu_0F-\alpha F^2/2-\beta F^3/6-\gamma F^4/24-\cdots$, and hence

$$S(h)=-\frac{E(h)+E(-h)-2E_0}{h^2}=\alpha+\frac{\gamma h^2}{12}+\cdots=\alpha+\frac{c_2h^2}{2}+\cdots$$

At equal $h$ its leading truncation error is half that of $D$.

These expansions need a field well inside the region where the series converges. A finite basis also matters in principle: in unrestricted space the potential $+Fz$ falls without limit on one side, and an electron can eventually escape. The basis confines it and supplies the stationary state being differentiated.

## Where SCF noise comes from

Let $i,j$ label occupied and $a,b$ virtual orbitals. An SCF run stops when the occupied–virtual Fock block $f_{ia}$ satisfies $\|f\|<\tau$. To turn $\tau$ into a dipole error, rotate the occupied orbitals:

$$\phi_i'=\phi_i+\sum_a\kappa_{ia}\phi_a-\tfrac12\sum_j(\kappa\kappa^T)_{ij}\phi_j+O(\kappa^3).$$

The last term keeps them orthonormal. The spin-summed density matrix $P=2\sum_i\phi_i'\phi_i'^T$ changes at first order by elements $2\kappa_{ia}$ in positions $ia$ and $ai$. At second order it changes by $2(\kappa^T\kappa)_{ab}$ in the virtual block and $-2(\kappa\kappa^T)_{ij}$ in the occupied block.

The energy is quadratic in $P$. Its change is therefore the trace of the Fock matrix with the density change, plus half the interaction of the first-order change with itself. Choose orbitals that diagonalize the Fock matrix within each block. The pieces are:

- First order, two equal positions: $4\sum f_{ia}\kappa_{ia}$.
- Second-order density: $2\sum(\epsilon_a-\epsilon_i)\kappa_{ia}^2$.
- Coulomb: $\tfrac12\cdot4\cdot(2\kappa_{ia})(2\kappa_{jb})(ia|jb)$, which is $8\kappa_{ia}\kappa_{jb}(ia|jb)$, summed. The factor 4 counts the orderings of the two index pairs.
- Exchange, with weight $-\tfrac12$ relative to Coulomb: the four orderings give two integrals $(ij|ab)$ and two $(ib|ja)$, hence $-2\kappa_{ia}\kappa_{jb}[(ij|ab)+(ib|ja)]$, summed.

Together,

$$E=E_{\rm state}+4f\cdot\kappa+2\,\kappa\cdot M\kappa+O(\kappa^3),$$

$$M_{ia,jb}=(\epsilon_a-\epsilon_i)\delta_{ij}\delta_{ab}+4(ia|jb)-(ij|ab)-(ib|ja).$$

Setting the derivative $4f+4M\kappa$ to zero gives the rotation to the converged state, $\kappa=-M^{-1}f$. This is used twice.

**Analytic polarizability.** Start from the converged zero-field state and switch on $F$. The residual is $f=Fz$, where $z$ now denotes the vector of elements $z_{ia}$. The electronic dipole is minus the trace of $z$ with $P$, so it changes by $-4z\cdot\kappa=4F\,z\cdot M^{-1}z$. Therefore

$$\alpha=4\,z\cdot M^{-1}z.$$

This is the coupled-perturbed RHF result, and it serves below as the reference.

**Error of an unfinished run.** Going from the unfinished to the converged state changes the dipole by $-4z\cdot\kappa=4z\cdot M^{-1}f$. The error of the unfinished state is the negative of this. With $u=M^{-1}z$ and $M$ symmetric,

$$\delta\mu=-4u\cdot f,\qquad |\delta\mu|\le4\|u\|\,\|f\|<4\|u\|\tau$$

to leading order in $f$. The energy changes by $-4f\cdot M^{-1}f+2f\cdot M^{-1}f$ on the way to convergence, so

$$\delta E=2f\cdot M^{-1}f.$$

The dipole error is linear in the residual and the energy error quadratic. When $M$ is positive definite the energy error is positive. If its smallest eigenvalue approaches zero, both the response and the sensitivity to an unfinished SCF can become large.

## The balance

With independent dipole errors, the noise in $D(h)$ has standard deviation $\sigma/(\sqrt2h)$. For $R$, the weights $4/3$ and $-1/3$ give

$$\operatorname{var}R=\frac{16}{9}\frac{\sigma^2}{2h^2}+\frac19\frac{\sigma^2}{8h^2}=\frac{65}{72}\frac{\sigma^2}{h^2}.$$

At equal small $h$ the noise of $R$ is thus $\sqrt{65/36}\approx1.34$ times that of $D$. Extrapolation pays when it allows a sufficiently larger field.

Write the truncation error as $ah^p$ and the noise as $b/h$. The mean-square error is $Q=a^2h^{2p}+b^2/h^2$. Setting

$$\frac{dQ}{dh}=2pa^2h^{2p-1}-\frac{2b^2}{h^3}=0$$

and multiplying by $h^3/2$ gives $pa^2h^{2p+2}=b^2$, or

$$h_*=\left(\frac{b}{a\sqrt p}\right)^{1/(p+1)},\qquad \sqrt{Q_{\min}}=\frac{b}{h_*}\sqrt{1+\frac1p}.$$

The second result follows because $a^2h_*^{2p}=b^2/(ph_*^2)$. At the optimum the truncation error is the noise divided by $\sqrt p$. The two are equal at the slightly larger field $(b/a)^{1/(p+1)}$.

| estimate | $p$ | $a$ | $b$ |
|---|---|---|---|
| $D$ | 2 | $\lvert c_2\rvert$ | $\sigma/\sqrt2$ |
| $R$ | 4 | $4\lvert c_4\rvert$ | $\sqrt{65/72}\,\sigma$ |

A usable range is more helpful than a single point. With $x=h/h_*$,

$$\frac{Q}{Q_{\min}}=\frac{x^{2p}+p\,x^{-2}}{p+1}.$$

The rms error is at most twice its minimum where this ratio is at most 4. That means $0.41\lesssim x\lesssim1.84$ for $D$ and $0.45\lesssim x\lesssim1.44$ for $R$. The upper side is the steeper one for $R$, since its truncation error grows as $h^4$.

At fixed $a$, $h_*$ scales as $\sigma^{1/(p+1)}$ and the least error as $\sigma^{p/(p+1)}$. Reducing $\sigma$ a hundredfold lowers the least error by $100^{2/3}\approx22$ for $D$ and $100^{4/5}\approx40$ for $R$.

## Locating the range without a reference

The ladder of doubled fields contains its own truncation estimate. To leading order $D(2h)-D(h)=3c_2h^2$ and $R(2h)-R(h)=-60c_4h^4$, so

$$a_D=\frac{|D(2h)-D(h)|}{3h^2},\qquad a_R=\frac{|R(2h)-R(h)|}{15h^4}.$$

The difference used for $a_R$ must stand above its noise. Written out, it is $[5D(2h)-D(4h)-4D(h)]/3$. Its variance is $\tfrac19\left(\tfrac{25}{4}+\tfrac1{16}+16\right)\sigma^2/(2h^2)$, a standard deviation of about $1.11\,\sigma/h$ for single runs. Averaging $m$ runs divides this by $\sqrt m$. The coefficients belong to the molecule, axis and basis, not to the threshold, so they can be found from tight runs and reused for looser ones.

```
input: axis, threshold tau, fields h_j = h_0 * 2^j, repeats m
for each field F in {0, +h_j, -h_j}:
    repeat m times:
        start from independently perturbed orbitals
        run SCF to |f| < tau; store dipole
sigma^2 = average over F of the sample variance of the dipole
form mean D(h_j), then mean R(h_j)
choose the smallest h with |R(2h)-R(h)| well above 1.11*sigma/(h*sqrt(m))
    if there is none: tighten tau or raise the fields; repeat
a = |R(2h)-R(h)| / (15 h^4);  b = sqrt(65/72) * sigma
h* = (b / (2a))^(1/5)
find where sqrt(a^2 h^8 + b^2/h^2) is twice its minimum
for each axis: four SCF runs at +-h*, +-2h*; form R(h*)
compare with R at a neighbouring step inside the range
```

A ladder of $n$ steps costs $(2n+1)m$ SCF runs. Afterwards each axis costs four, or twelve for the diagonal of the tensor, and the comparison with a neighbouring step adds at least two per axis. Each run gives all three dipole components, so the four runs along one axis yield a full column of the tensor. The ladder can be kept to one representative axis if the neighbouring-step comparison is made on the others. Where analytic response equations are available, they avoid the truncation error and the amplification of SCF noise by $1/h$, though they too must be converged. The finite-field route needs only a dipole and a field term in the Hamiltonian.

## Water, with numbers

The example is water at a chosen geometry: O at the origin and H at $(0,\pm1.43,1.11)$ bohr, in RHF/aug-cc-pVDZ. The ladder runs along the twofold axis $z$ from 0.00025 to 0.032, with ten randomly perturbed starts per field. Each start rotates the zero-field orbitals by independent Gaussian $\kappa_{ia}$ of standard deviation 0.02. The size matters: the rotation should be much larger than the field response $h\|u\|$, or the runs share their errors. With 0.0002 in place of 0.02, at $h=0.004$ and $\tau=10^{-5}$, $D$ carries a systematic error several times larger than the scatter predicts. The analytic reference is $\alpha_{zz}=8.060540$. It is a reference for this level of theory only.

**Truncation.** Tightly converged runs give $D(0.004)=8.062059$ and $D(0.008)=8.066624$. Then

$$R(0.004)=\frac{4(8.062059)-8.066624}{3}=8.060537.$$

The error falls from $1.52\times10^{-3}$ to about $-3\times10^{-6}$. Coefficients obtained separately, by fitting the analytic $\alpha(F)$ at several fields, are $c_2=94.88$ and $c_4=2.86\times10^3$. They predict $c_2h^2=1.52\times10^{-3}$ and $-4c_4h^4=-2.9\times10^{-6}$, in agreement.

**Noise.** For $\tau=10^{-5}$ the pooled scatter is $\sigma=3.12\times10^{-6}$. The bound is $4(1.6284)(10^{-5})=6.51\times10^{-5}$, some twenty times larger. A bound is reached only if $f$ is parallel to $u$ and as large as $\tau$, so it should not replace the measured scatter. For $\tau=10^{-7}$, $\sigma=5.05\times10^{-8}$.

**Locating the step.** The ladder at $\tau=10^{-7}$ gives $a_R=1.185\times10^4$, against $4c_4=1.144\times10^4$. The expected noise in $a_R$ is about 10%, which covers the difference. Its effect on $h_*$ is small because of the fifth root. With $b=0.950\times5.05\times10^{-8}=4.80\times10^{-8}$,

$$h_*=\left(\frac{4.80\times10^{-8}}{2\times1.185\times10^4}\right)^{1/5}=0.0046,$$

and the least rms error is $(4.80\times10^{-8}/0.00458)\sqrt{1.25}=1.17\times10^{-5}$. The results for both thresholds are:

| $\tau$, estimate | $h_*$ | usable range | least rms error |
|---|---|---|---|
| $10^{-5}$, $D$ | 0.0025 | 0.0010–0.0047 | $1.1\times10^{-3}$ |
| $10^{-5}$, $R$ | 0.0105 | 0.0047–0.0150 | $3.2\times10^{-4}$ |
| $10^{-7}$, $D$ | 0.00064 | 0.00026–0.0012 | $6.8\times10^{-5}$ |
| $10^{-7}$, $R$ | 0.0046 | 0.0021–0.0066 | $1.2\times10^{-5}$ |

The measured errors follow this pattern. At $\tau=10^{-5}$ and $h=0.00025$, $R$ is worse than $D$: $7.9\times10^{-3}$ against $6.0\times10^{-3}$. At $h=0.008$ it is better by a factor of 14. At $\tau=10^{-7}$ the smallest measured error of $R$ is $6.3\times10^{-6}$, at $h=0.004$, about half the predicted $1.23\times10^{-5}$. For ten Gaussian samples the rms would scatter by roughly 22%, so this is a low value. It is also the smallest of a whole ladder, and its cause was not examined; the predicted error is the safer guide to the accuracy. The full ladder is in the numerical output.

**Result.** At $h=0.0046$ and $\tau=10^{-7}$, single runs at each field give $\alpha_{xx}=7.32585$, $\alpha_{yy}=9.04361$ and $\alpha_{zz}=8.06054$. The largest deviation from the analytic values is $7.4\times10^{-6}$. This is one draw of the noise, and the expected rms error is about $10^{-5}$; along $x$, where $c_4\approx4.7\times10^3$, the truncation error alone is $-8.5\times10^{-6}$ at this step. The step was located for $z$; its success for $x$ and $y$ is a result for this molecule, not a general guarantee. The mean is

$$\bar\alpha=\frac{7.32585+9.04361+8.06054}{3}=8.143\ \text{a.u.}=1.207\ \text{Å}^3.$$

## The energy route as a second case

At $h=0.004$ and $\tau=10^{-5}$ the scatter of $D$ is $5.1\times10^{-4}$, while that of $S$ is $5.3\times10^{-6}$. The quadratic energy error explains why $S$ can be quieter. These errors are positive, so their mean is not zero; if the mean is the same at all three fields, it cancels because $1+1-2=0$. If the errors are also independent with deviation $\sigma_E$, the weights $1,1,-2$ give noise $\sqrt6\,\sigma_E/h^2$. It rises faster at small field, so the balance changes.

Let $a=|c_2|/2$ and $B=\sqrt6\,\sigma_E$. Minimizing $a^2h^4+B^2/h^4$ gives $4a^2h^3=4B^2/h^5$, hence $h_*=(B/a)^{1/4}$, with equal truncation and noise. The measured scatter gives $B=5.3\times10^{-6}\times0.004^2=8.5\times10^{-11}$. With $a=47.4$, $h_*\approx0.0012$ and the least rms error is $\sqrt2\,ah_*^2\approx9\times10^{-5}$.

This is an estimate extrapolated from one field, not a measured minimum. It is about twelve times below the optimum of $D$ at the same threshold. The advantage cannot continue indefinitely as $\tau$ is tightened: the energy here is about $-76$, and rounding in so large a number eventually sets $\sigma_E$.

## Failure modes

**A stalled SCF.** If a run starts from converged zero-field orbitals, its first residual is $f=Fz$. For $F<\tau/\|z\|$, a code that tests the residual before its first diagonalization stops before any orbital moves, and $D=0$. A code that diagonalizes first returns a nonzero but still unconverged value. Here $\|z\|=1.4397$, so at $\tau=10^{-5}$ the stall field is $6.95\times10^{-6}$. At half that field the computed polarizability is 0.0000; at twice it is 6.99, still 13% below the reference. This is the uncoupled value $4\sum z_{ia}^2/(\epsilon_a-\epsilon_i)$, the result of a single diagonalization. Repeating such a run reproduces the wrong answer without scatter.

**Correlated errors.** With a common start for $+h$ and $-h$, and equal numbers of iterations, the SCF error is a smooth function $e(F)$. Then $[e(h)-e(-h)]/(2h)$ tends to $e'(0)$ instead of growing as $1/h$. At $h=0.00025$ and $\tau=10^{-5}$ the median error is $7.1\times10^{-5}$ with common starts and $4.5\times10^{-3}$ with independent ones. The first figure lies below both least rms errors tabulated for this threshold, so those optima describe independent starts only. Common starts are therefore useful in production, but their smoothness does not measure convergence: $e'(0)$ remains, and truncation at this field is only $c_2h^2=5.9\times10^{-6}$. If the iteration counts differ, the cancellation can be lost. Nor does the independent-error formula bound the error of a common start. Zero-field orbitals show this clearly: at twice the stall field above, the error in $D$ is 1.07, while $\sigma/(\sqrt2h)$ gives only 0.16. The lower field limit for such starts should be checked by tightening $\tau$.

**A vanishing coefficient.** If $c_4$ is accidentally small, the form $ah^4$ no longer describes the truncation error of $R$. The $h_*$ found from it is then unreliable, and the $-20c_6h^6$ term must be kept. Where the $h^4$ term dominates, $R(2h)-R(h)$ grows sixteenfold each time $h$ is doubled. A clear departure from this, or a change of sign, beyond the noise is a warning.

**A change of state.** If the SCF lands on different solutions at different fields, $\mu(F)$ is no longer one smooth function and extrapolation has no meaning. A jump in the energies or dipoles along the ladder, far above $\sigma$, points to this.

## Relation to real water

The measured mean polarizability of the water molecule is roughly 1.5 Å$^3$, so the computed 1.2 Å$^3$ is clearly too low. Electron correlation, basis incompleteness and vibration are left out. The value is not converged in the basis: aug-cc-pVTZ raises the RHF mean from 8.14 to 8.43 a.u. (1.25 Å$^3$), which closes only part of the gap. The remaining shares are not separated here. This gap is far larger than the $10^{-5}$ a.u. numerical error: a well-chosen field makes the derivative accurate, not the electronic model. In liquid water the static dielectric response also contains the orientation of permanent dipoles, which a calculation with fixed nuclei excludes.

## Numbers as computed

```
Water, RHF/aug-cc-pVDZ; O (0,0,0), H (0,+-1.43,1.11) bohr
basis functions: 41; repeats per field: 10
zero-field energy: -76.041377 hartree
zero-field dipole mu_z: 0.787520 a.u.
analytic alpha_zz: 8.060540 a.u.
gamma: 569.3 a.u.; epsilon: 3.432e+05 a.u.
c2: 94.883; c4: 2.860e+03; c6: 7.543e+04 a.u.
ladder estimates: c2 95.101; 4|c4| 1.185e+04 a.u.
tight D(0.004): 8.062059 a.u.
tight D(0.008): 8.066624 a.u.
tight R(0.004): 8.060537 a.u.
tight energy difference at h=0.008: 8.063580 a.u.
norms: |z| 1.4397, |u| 1.6284 a.u.
tau=1e-05: sigma 3.12e-06, bound 4|u|tau 6.51e-05 a.u.
 h (a.u.) | rms error D: found, pred | R: found, pred (a.u.)
 0.00025 | 5.98e-03 8.82e-03 | 7.86e-03 1.18e-02
 0.00050 | 3.32e-03 4.41e-03 | 4.45e-03 5.92e-03
 0.00100 | 2.45e-03 2.21e-03 | 3.12e-03 2.96e-03
 0.00200 | 1.02e-03 1.17e-03 | 1.09e-03 1.48e-03
 0.00400 | 1.66e-03 1.62e-03 | 6.56e-04 7.40e-04
 0.00800 | 6.08e-03 6.09e-03 | 4.33e-04 3.73e-04
 0.01600 | 2.45e-02 2.45e-02 | 7.51e-04 7.97e-04
 D: h* 0.00254, equality 0.00285, range 0.00104-0.00467 a.u.
    least rms error predicted 1.06e-03 a.u.
 R: h* 0.01046, equality 0.01201, range 0.00468-0.01501 a.u.
    least rms error predicted 3.17e-04 a.u.
tau=1e-07: sigma 5.05e-08, bound 4|u|tau 6.51e-07 a.u.
 h (a.u.) | rms error D: found, pred | R: found, pred (a.u.)
 0.00025 | 1.24e-04 1.43e-04 | 1.64e-04 1.92e-04
 0.00050 | 7.51e-05 7.52e-05 | 1.17e-04 9.59e-05
 0.00100 | 9.92e-05 1.01e-04 | 5.33e-05 4.79e-05
 0.00200 | 3.80e-04 3.80e-04 | 2.09e-05 2.40e-05
 0.00400 | 1.52e-03 1.52e-03 | 6.33e-06 1.23e-05
 0.00800 | 6.08e-03 6.08e-03 | 4.91e-05 4.76e-05
 0.01600 | 2.45e-02 2.45e-02 | 7.75e-04 7.75e-04
 D: h* 0.00064, equality 0.00072, range 0.00026-0.00118 a.u.
    least rms error predicted 6.80e-05 a.u.
 R: h* 0.00458, equality 0.00526, range 0.00205-0.00658 a.u.
    least rms error predicted 1.17e-05 a.u.
scatter at h=0.004, tau=1e-05: dipole 5.13e-04, energy 5.30e-06 a.u.
median error at h=0.00025, tau=1e-05: common start 7.08e-05, independent 4.51e-03 a.u.
stall field tau/|z| at tau=1e-05: 6.95e-06 a.u.
alpha at 0.5 and 2 times it: 0.0000, 6.9907 a.u.
final step h: 0.0046 a.u. at tau=1e-07
alpha_xx: R 7.325846, analytic 7.325839, error 7.4e-06 a.u.
alpha_yy: R 9.043611, analytic 9.043612, error -1.1e-06 a.u.
alpha_zz: R 8.060538, analytic 8.060540, error -2.1e-06 a.u.
mean polarizability: 8.1433 a.u. = 1.2067 angstrom^3
```
